# Intersubband dipole elements of a triangular well and their inverse-square law

## What dimensions fix

An electron in an inversion layer is held between an oxide wall and the electric field that pulls it towards that wall. If the field \(F\) is uniform and the wall impenetrable, the motion perpendicular to the interface contains three constants: \(\hbar\), the perpendicular mass \(m\) and the force \(eF\). They form one length and one energy,

\[
\ell=\left(\frac{\hbar^2}{2meF}\right)^{1/3},\qquad
\varepsilon=eF\ell=\frac{\hbar^2}{2m\ell^2}.
\]

The factor 2 is a convenience. Every position element must therefore be \(z_{mn}=\ell\times\)(a pure number depending on \(m\) and \(n\)). For a fixed pair of levels it varies as \(F^{-1/3}\), so a field eight times weaker doubles it. Dimensions cannot supply the pure number. For \(m\ne n\) it will turn out to be \(-2/(a_m-a_n)^2\), where \(-a_n\) are the zeros of the Airy function.

## The states

Take \(V=eFz\) for \(z>0\) and \(\psi(0)=0\). The mass is constant, and the \(z\) axis is a principal axis of the mass tensor, so that the perpendicular motion separates from the motion in the plane. Then

\[
-\frac{\hbar^2}{2m}\psi''+eFz\,\psi=E\psi .
\]

Put \(z=\ell x\), \(E=\varepsilon a\) and \(u(x)=\sqrt{\ell}\,\psi(\ell x)\), which keeps \(\int_0^\infty u^2dx=1\). Both terms on the left acquire the factor \(\varepsilon\), and after division by it

\[
u_n''=(x-a_n)u_n,\qquad u_n(0)=0. \tag{1}
\]

From here to the end of the moments section, primes on \(u\) mean \(d/dx\) and integrals run from 0 to infinity. The solution that decays at large \(x\) is \(\mathrm{Ai}(x-a_n)\), and the wall requires \(\mathrm{Ai}(-a_n)=0\). Kinetic and potential energy are both positive, so \(a_n>0\). We number the levels \(0<a_1<a_2<\dots\), with \(E_n=\varepsilon a_n\), and take the functions real.

## All states have the same slope at the wall

Multiply (1) by \(2u_n'\):

\[
(u_n'^2)'=(x-a_n)(u_n^2)'.
\]

Integrate, using parts on the right. The functions vanish at infinity, and \(u_n\) vanishes at the wall, so

\[
-u_n'(0)^2=-\int u_n^2\,dx=-1 .
\]

Hence \(|u_n'(0)|=1\) for every level. We choose the sign \(u_n'(0)=+1\), which gives

\[
u_n(x)=\frac{\mathrm{Ai}(x-a_n)}{\mathrm{Ai}'(-a_n)}.
\]

In ordinary units this reads \((\hbar^2/2m)\,\psi_n'(0)^2=eF\). In a stationary state the mean force from the wall must balance the field force, and the field force is the same for all levels.

## The off-diagonal elements

Let \(m\ne n\), and define

\[
\Delta=a_m-a_n,\qquad W=u_mu_n'-u_m'u_n,\qquad P=\int u_mu_n'\,dx .
\]

**First relation.** Differentiate \(W\). The products \(u_m'u_n'\) cancel, and (1) gives

\[
W'=u_mu_n''-u_m''u_n=[(x-a_n)-(x-a_m)]u_mu_n=\Delta\,u_mu_n .
\]

Since \(W\) vanishes at both ends, integration gives \(\int u_mu_n\,dx=0\), the expected orthogonality. Multiplying by \(x\) first and integrating by parts gives

\[
x_{mn}=\int x\,u_mu_n\,dx=\frac1\Delta\int xW'\,dx=-\frac1\Delta\int W\,dx .
\]

Because \(\int(u_mu_n)'dx=0\), we have \(\int u_m'u_n\,dx=-P\). Therefore \(\int W\,dx=2P\) and

\[
x_{mn}=-\frac{2P}{\Delta}. \tag{2}
\]

**Second relation.** Differentiate the product of slopes and use (1) for both second derivatives:

\[
\begin{aligned}
(u_m'u_n')'&=(x-a_m)u_mu_n'+(x-a_n)u_m'u_n\\
&=x(u_mu_n)'-a_mu_mu_n'-a_nu_m'u_n .
\end{aligned}
\]

On integration the left side gives \(-u_m'(0)u_n'(0)=-1\). On the right, the first term gives \(-\int u_mu_n\,dx=0\), and the other two give \(-a_mP+a_nP=-\Delta P\). Thus

\[
P=\frac1\Delta. \tag{3}
\]

Inserting (3) into (2) and restoring the length,

\[
\boxed{\,z_{mn}=-\frac{2\ell}{(a_m-a_n)^2}\qquad(m\ne n)\,} \tag{4}
\]

The electric dipole element is \(-ez_{mn}\). Reversing the sign of one state reverses the sign of \(z_{mn}\); the magnitude does not depend on that choice. One power of \(1/\Delta\) comes from turning position into a derivative, and the other from turning the derivative into a force at the wall.

The law compares pairs within one ladder, at fixed \(F\) and \(m\). If the field changes, \(\ell\) changes too. With \(\hbar\omega_{mn}=E_m-E_n=\varepsilon\Delta\),

\[
|z_{mn}|=\frac{2\ell\varepsilon^2}{(E_m-E_n)^2}
=\frac{\hbar^2eF}{m(E_m-E_n)^2}
=\frac{eF}{m\omega_{mn}^2},
\]

where \(2\ell\varepsilon^2=2\ell\,(eF\ell)\,\hbar^2/(2m\ell^2)=\hbar^2eF/m\).

## Diagonal elements and moments

Equation (4) does not apply to \(m=n\). For a single level with \(a=a_n\), write \(X=\langle x\rangle\), \(Y=\langle x^2\rangle\) and \(K=\int u'^2dx\). By parts, \(K=-\int uu''dx=a-X\).

Multiply (1) by \(2xu'\) and integrate. The left side is \(\int x(u'^2)'dx=-K\). The right side is \(\int x(x-a)(u^2)'dx=-2X+a\). Hence \(a-X=2X-a\), and

\[
X=\frac{2a}{3},\qquad K=\frac a3,\qquad z_{nn}=\frac{2\ell a_n}{3}.
\]

One third of the energy is kinetic. Next multiply (1) by \(2x^2u'\). The left side becomes \(-2\int xu'^2dx\), and

\[
\int xu'^2dx=-\int u(u'+xu'')dx=-\int x(x-a)u^2dx=aX-Y,
\]

because \(\int uu'dx=0\). The right side is \(-\int(3x^2-2ax)u^2dx=-3Y+2aX\). Equating the two sides gives \(5Y=4aX\), so \(Y=8a^2/15\).

## Oscillator strengths and two sum rules

The oscillator strength for \(n\to m\) is

\[
f_{n\to m}=\frac{2m(E_m-E_n)}{\hbar^2}|z_{mn}|^2
=\frac{\Delta}{\ell^2}\,\frac{4\ell^2}{\Delta^4}
=\frac{4}{(a_m-a_n)^3}. \tag{5}
\]

In the prefactor, \(m\) is the mass. The strength is negative for a downward transition.

Completeness of the states checks these results as a set. Expand \(xu_n\) in the \(u_m\) and take its overlap with \(u_n'\). The term \(m=n\) drops out because \(\int u_nu_n'dx=0\), so

\[
\int xu_nu_n'\,dx=\sum_{m\ne n}x_{mn}\int u_mu_n'\,dx
=-2\sum_{m\ne n}\frac1{(a_m-a_n)^3}.
\]

The left side is \(\tfrac12\int x(u_n^2)'dx=-\tfrac12\). The strengths therefore add up to one:

\[
\sum_{m\ne n}\frac{4}{(a_m-a_n)^3}=1 .
\]

Summed over the lowest 4000 levels, this gives 0.99995 for each of \(n=1,2,3\). The deficit is the omitted tail, estimated in the next section.

Similarly, \(\langle x^2\rangle=\sum_m x_{mn}^2\) gives \(8a_n^2/15=4a_n^2/9+4\sum_{m\ne n}(a_m-a_n)^{-4}\), or

\[
\sum_{m\ne n}\frac1{(a_m-a_n)^4}=\frac{a_n^2}{45}.
\]

## High levels and the bouncing particle

For large \(n\), the leading semiclassical quantization condition with one hard and one soft turning point is

\[
\int_0^{a_n}\sqrt{a_n-x}\,dx=\tfrac23a_n^{3/2}\simeq\pi\left(n-\tfrac14\right).
\]

Differentiation with respect to \(n\) gives the level spacing \(\pi/\sqrt a\). For \(k=m-n\) much smaller than \(n\), \(\Delta\simeq\pi k/\sqrt a\), with \(a\) the mean of the two zeros, and

\[
x_{mn}\simeq-\frac{2a}{\pi^2k^2}. \tag{6}
\]

A classical particle bouncing on the wall gives the same number. With \(s\) the time in units of the period, its path is \(x=4as(1-s)\), which rises to the turning point \(a\). Two integrations by parts give

\[
\int_0^1 s(1-s)\cos(2\pi ks)\,ds=-\frac1{2\pi^2k^2},
\]

so the Fourier coefficient is \(-2a/(\pi^2k^2)\). For levels 40 and 41 the quantum element is \(-6.68955\), and the classical coefficient at the mean height is \(-6.68953\).

An inverse square in the index difference thus appears in this limit, at fixed mean level. It must not be confused with (4), which holds for all levels but uses the difference of the zeros.

The spacing also explains the deficit in the strength sum. Beyond a large zero \(A\) the missing part is about \(\int_A^\infty(4/a^3)(\sqrt a/\pi)\,da=8/(3\pi A^{3/2})\). For 4000 levels \(A^{3/2}\simeq\tfrac32\pi\times4000\), which gives \(5\times10^{-5}\).

## Why a uniform field is needed

Now let \(V(z)\) be any smooth confining potential behind the hard wall. Write \(c=\hbar^2/2m\), \(D=E_m-E_n\) and \(s_n=\psi_n'(0)\), with primes denoting \(d/dz\). The equation is \(c\psi_n''=(V-E_n)\psi_n\). The first relation becomes

\[
z_{mn}=-\frac{2c}{D}\int\psi_m\psi_n'\,dz .
\]

For the second relation,

\[
c(\psi_m'\psi_n')'=V(\psi_m\psi_n)'-E_m\psi_m\psi_n'-E_n\psi_m'\psi_n .
\]

Integration gives \(-cs_ms_n=-\langle m|V'|n\rangle-D\int\psi_m\psi_n'dz\). Eliminating the derivative integral,

\[
z_{mn}=-\frac{2c\,[\,c\,s_ms_n-\langle m|V'|n\rangle\,]}{(E_m-E_n)^2}. \tag{7}
\]

The inverse square of the energy gap is still visible, but the numerator now depends on the pair. In a uniform field \(V'=eF\), so its off-diagonal element vanishes by orthogonality, and \(cs_ms_n=eF\) for every pair. Both facts are needed to recover (4).

A second hard wall at \(z=d\), as in a thin silicon body, adds a boundary term. The bracket in (7) then contains \(c[s_ms_n-\psi_m'(d)\psi_n'(d)]\) in place of \(cs_ms_n\). At zero field this is the ordinary box, where \(\psi_n'(0)=\sqrt{2/d}\,n\pi/d\) and \(\psi_n'(d)=(-1)^n\psi_n'(0)\). The dipole vanishes when \(m\) and \(n\) have equal parity, however small the gap. The single-wall law is safe when the far wall lies a few \(\ell\) beyond the turning points \(a_n\ell\) of the states concerned, where their wave functions have died out.

## Example: a silicon inversion layer

Take a (100) surface with rough typical parameters: a surface field of 0.60 MV/cm, or 60 meV/nm as a force on the electron, and a perpendicular mass of \(0.92\,m_0\). Then \(\ell=0.884\) nm and

\[
\varepsilon=60\ \text{meV/nm}\times0.8837\ \text{nm}=53.0\ \text{meV}.
\]

The first two zeros are 2.33811 and 4.08795, so \(E_1=124.0\) meV and \(E_2=216.8\) meV. Their difference is \(\Delta=1.74984\), and

\[
|z_{12}|=\frac{2\times0.8837\ \text{nm}}{(1.74984)^2}=0.577\ \text{nm},
\qquad
f_{1\to2}=\frac4{(1.74984)^3}=0.747 .
\]

| Pair | \(\Delta\) | \(\lvert z_{mn}\rvert\) (nm) | \(f\) |
|---|---:|---:|---:|
| 1,2 | 1.750 | 0.577 | 0.747 |
| 1,3 | 3.182 | 0.175 | 0.124 |
| 1,4 | 4.449 | 0.089 | 0.045 |
| 2,3 | 1.433 | 0.861 | 1.360 |
| 2,4 | 2.699 | 0.243 | 0.204 |
| 3,4 | 1.266 | 1.103 | 1.971 |

Direct integration of the Airy functions reproduces all six dipoles to the five decimals in the numerical output. The three neighbouring pairs have the same index difference but different dipoles, because the zeros crowd together as \(n\) rises. Strengths above one are allowed: from level 2, the downward transition contributes \(-0.747\) to the sum.

## How far the real layer departs from the model

**Curvature of the potential.** Let the acceptor density be \(8\times10^{17}\) cm⁻³ and the inversion density \(5\times10^{11}\) cm⁻², again rough values. The surface field then requires \(3.38\times10^{12}\) cm⁻² of depletion charge, spread over 42 nm. The band bending is 1.1 eV, close to the silicon gap and past the classical threshold of about 0.94 eV for this doping; it is roughly the bending that the quantized levels need in order to hold this inversion density at 300 K. The field now falls with depth, through both the depletion charge and the electrons themselves.

A Hartree calculation at the same surface field, with all electrons in the lowest subband, lowers \(E_2-E_1\) from 92.8 to 82.8 meV, by 11 percent, and raises \(|z_{12}|\) to 0.604 nm, by 4.5 percent. At 300 K only about 78 percent of the electrons occupy the lowest subband of this well; filling both ladders thermally moves these values to 83.5 meV and 0.601 nm (10 and 4.1 percent). The figures below refer to the single-subband case. In this well, (7) was tested for all six pairs and agreed with the directly computed dipoles within 0.2 percent.

The product \(|z_{mn}|(E_m-E_n)^2\) separates two questions. For pair 1,3 it exceeds that for pair 1,2 by 0.9 percent, so the relative inverse-square law nearly survives for these two pairs. Pairs among the higher levels depart from it by several percent. The absolute size of the product is not preserved either: for pair 1,2 the product is \(0.6035\times82.79^2\) against \(0.5773\times92.79^2\) nm meV² in the triangular well, a fall of 17 percent. Inserting the Hartree gap into \(\hbar^2eF/[m(E_2-E_1)^2]\) with the surface field would therefore overestimate the dipole by about 20 percent.

**The oxide wall.** For a flat 3.1 eV barrier with a rough oxide mass of \(0.5\,m_0\), the first level falls by 5.2 meV, while \(|z_{12}|\) changes by only 0.1 percent. Inside the oxide \(\psi\propto e^{\kappa z}\). Continuity of \(\psi\) and of \(\psi'/\text{mass}\) gives \(\psi(0)=\delta\,\psi'(0)\), with \(\delta=m_{\rm ox}/(m\kappa)\). To first order the wall moves back by \(\delta\). While the energies are small compared with the barrier, \(\delta\) is nearly the same for all levels, so they all drop by \(eF\delta\). A common displacement leaves off-diagonal dipoles unchanged. The shift corresponds to \(\delta=5.18/60=0.086\) nm.

**The image potential.** The classical image repulsion, taken alone with the triangular well, raises \(E_1\) by 14 meV, lowers the gap to 88.7 meV and raises \(|z_{12}|\) to 0.598 nm, by 3.6 percent.

**Other valleys and temperature.** The valleys with perpendicular mass \(0.19\,m_0\) form a second ladder. Its length scale is larger by \((0.92/0.19)^{1/3}=1.69\), so its \(|z_{12}|\) is 0.977 nm and its first level lies at 210 meV. With the triangular levels, Boltzmann statistics at 300 K give this level 16 percent of the population of the lowest subband, when its larger density of states is included. The population of the second subband of the main ladder is 2.8 percent of that of the lowest subband. Both fractions are larger in the curved well, where the levels lie closer together. Measured absorption at this temperature would mix ladders, and (4) applies to each one separately.

**Broadening, band shape and oxide field.** A rough mobility of 300 cm²/Vs with an in-plane mass of \(0.19\,m_0\) gives \(\hbar/\tau=20\) meV, about a fifth of the first gap. The transport time \(\tau\) is only a guide to the optical linewidth. A rough nonparabolicity of 0.5 eV⁻¹ times the mean kinetic energy of level 2, \(E_2/3\), is 3.6 percent, which indicates the size of the correction to the first gap, not to the dipole. Without interface charge the oxide field is 1.8 MV/cm, well below a rough breakdown field of 10 MV/cm.

Among the potential corrections computed here, the curvature has the largest effect on both the first gap and \(|z_{12}|\). The corrections were found separately and should not simply be added. Exchange, correlation and the collective shift of the absorption line are left out, so 93 meV is the gap of the triangular model and not a predicted line position. Further values are in the numerical output.

## Calculated quantities

```
fitted exponent of |x_mn| against gap: -2.000000
strength sums from n=1,2,3: 0.99995 0.99995 0.99995
x(40,41) quantum, classical: -6.68955, -6.68953
surface field: 0.60 MV/cm
perpendicular mass: 0.92 m0
length scale: 0.8837 nm
energy scale: 53.02 meV
n=1: a=2.33811, E=123.98 meV, <z>=1.378 nm
n=2: a=4.08795, E=216.76 meV, <z>=2.408 nm
n=3: a=5.52056, E=292.73 meV, <z>=3.253 nm
n=4: a=6.78671, E=359.86 meV, <z>=3.998 nm
pair 1,2: gap=1.74984, dE=92.79 meV
  |z| formula=0.57725 nm, quadrature=0.57725 nm, f=0.74656
pair 1,3: gap=3.18245, dE=168.75 meV
  |z| formula=0.17452 nm, quadrature=0.17452 nm, f=0.12410
pair 1,4: gap=4.44860, dE=235.89 meV
  |z| formula=0.08931 nm, quadrature=0.08931 nm, f=0.04543
pair 2,3: gap=1.43261, dE=75.96 meV
  |z| formula=0.86120 nm, quadrature=0.86120 nm, f=1.36043
pair 2,4: gap=2.69876, dE=143.10 meV
  |z| formula=0.24268 nm, quadrature=0.24268 nm, f=0.20350
pair 3,4: gap=1.26615, dE=67.14 meV
  |z| formula=1.10253 nm, quadrature=1.10253 nm, f=1.97064
|z12| ratio, field F/8 to F: 2.00000
acceptors: 8.00e+17 cm^-3
inversion electrons: 5.00e+11 cm^-2
depletion charges: 3.379e+12 cm^-2
depletion width: 42.24 nm; band bending: 1.115 eV
Hartree: dE12=82.79 meV, |z12|=0.6035 nm
law ratio 13/12: triangular=0.99996, Hartree=1.00895
image: dE12=88.72 meV, |z12|=0.5983 nm
image shift of E1: 14.02 meV
oxide barrier: 3.1 eV; oxide mass: 0.50 m0
soft wall: dE12=92.73 meV, |z12|=0.5779 nm
soft-wall shift of E1: -5.18 meV
probability in oxide, n=1: 0.086 percent
permittivities Si, oxide: 11.7, 3.9
oxide field: 1.80 MV/cm
second ladder: mass=0.19 m0, E1=209.74 meV
second ladder |z12|: 0.9766 nm
temperature: 300 K; kT: 25.85 meV
Boltzmann population n=2 / n=1: 0.0276
population second-ladder n=1 / n=1: 0.1595
mobility: 300 cm2/Vs; hbar/tau: 20.31 meV
nonparabolicity: 0.50 1/eV
nonparabolicity times kinetic energy, n=2: 3.61 percent
```
